# Maximum Potential Shift from Charged Defects near a Metal Gate: verification in Python

```python
# Result under test: a sheet of N singly charged defects per area, a distance d
# from the screening charge on a metal surface, with permittivity kappa between,
# shifts the laterally averaged potential beyond the sheet by at most
#     shift = 4 pi N d / kappa      (atomic units).
# Numerical work uses eV and angstrom; COULOMB is e^2/(4 pi eps0) in eV angstrom.
# Heights z are measured from the metal surface; the metal is at potential zero.
# Potentials are given as energies of a unit positive charge.
from itertools import product
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] * 1e10
COULOMB = HARTREE * BOHR

density_cm2 = 1e13
density = density_cm2 * 1e-16          # per square angstrom
distance = 3.0                         # angstrom
kappa = 4.0
spacing = density ** -0.5              # square-lattice spacing, angstrom

# Derived formula, evaluated in atomic units
shift_hartree = 4 * np.pi * (density * BOHR**2) * (distance / BOHR) / kappa
shift = shift_hartree * HARTREE

# Independent unit check in SI
shift_si = sc.e * density_cm2 * 1e4 * distance * 1e-10 / (sc.epsilon_0 * kappa)
assert abs(shift_si / shift - 1) < 1e-7


def pair(rho2, z, height):
    """1/R(charge) - 1/R(point image), written without cancellation."""
    r_charge = np.sqrt(rho2 + (z - height) ** 2)
    r_image = np.sqrt(rho2 + (z + height) ** 2)
    return 4 * z * height / (r_charge * r_image * (r_charge + r_image))


# The real screening charge lies on the metal surface and totals -1
def induced_density(rho):
    dz = 1e-3
    slope = (pair(rho**2, dz, distance) - pair(rho**2, -dz, distance)) / (2 * dz)
    return -slope / (4 * np.pi)


induced = quad(lambda r: 2 * np.pi * r * induced_density(r), 0, np.inf)[0]
assert abs(induced + 1) < 1e-5

# Lateral average by quadrature: half way to the sheet, in it, and beyond it
averages = []
for z in (0.5 * distance, distance, 2 * distance):
    integral = quad(lambda r: 2 * np.pi * r * pair(r * r, z, distance),
                    0, np.inf, limit=200)[0]
    averages.append(COULOMB * density * integral / kappa)
assert abs(averages[0] / shift - 0.5) < 1e-5
assert abs(averages[1] / shift - 1) < 1e-5
assert abs(averages[2] / shift - 1) < 1e-5


def lattice_potential(x, y, z, period, height):
    """Direct sum over a square window; its 1/width tail is extrapolated away."""
    sums, widths = [], []
    for m in (150, 300):
        sites = np.arange(-m, m + 1) * period
        rho2 = (x - sites)[:, None] ** 2 + (y - sites)[None, :] ** 2
        sums.append(pair(rho2, z, height).sum())
        widths.append(m + 0.5)
    total = (widths[1] * sums[1] - widths[0] * sums[0]) / (widths[1] - widths[0])
    return COULOMB * total / kappa


# Discrete charges: far potential, and the ripple at height equal to the spacing
far = lattice_potential(0, 0, 2 * spacing, spacing, distance)
assert abs(far / shift - 1) < 1e-4
half = spacing / 2
top = lattice_potential(0, 0, spacing, spacing, distance)
hollow = lattice_potential(half, half, spacing, spacing, distance)
ripple_sum = (top - hollow) / 2
g = 2 * np.pi / spacing
ripple_formula = (4 * shift * np.sinh(g * distance) / (g * distance)
                  * np.exp(-g * spacing))
# the next harmonic of the same symmetry is about 1e-3 of the leading one
assert abs(ripple_sum / ripple_formula - 1) < 3e-3

# Local potentials in the sheet plane lie on both sides of the average
plane_hollow = lattice_potential(half, half, distance, spacing, distance)
plane_near = lattice_potential(3.0, 0, distance, spacing, distance)
assert plane_hollow < shift < plane_near

# Maximum over charge states -1, 0, +1 in a cell of four defects
sublattices = np.array([
    lattice_potential(-i * spacing, -j * spacing, 4 * spacing,
                      2 * spacing, distance)
    for i in (0, 1) for j in (0, 1)])
patterns = np.array(list(product((-1, 0, 1), repeat=4)))
pattern_shifts = patterns @ sublattices
largest = np.abs(pattern_shifts).max()
winners = patterns[np.abs(pattern_shifts) > 0.999 * largest]
assert abs(largest / shift - 1) < 1e-4
assert len(winners) == 2 and all(abs(w.sum()) == 4 for w in winners)

# If 3 angstrom were the distance to the point image, the height is half of it
shift_point_image = lattice_potential(0, 0, 2 * spacing, spacing, distance / 2)
assert abs(shift_point_image / shift - 0.5) < 1e-4

# Outer layer: second electrode at zero potential, or flat band (no outer field)
outer_thickness = 30.0
outer_kappa = 20.0


def stack_potential(kappa_outer, flat_band):
    """Finite-volume Poisson solution; returns sheet and last-node potentials."""
    step = 0.1
    n_inner = round(distance / step)
    n_outer = round(outer_thickness / step)
    eps = np.r_[np.full(n_inner, kappa), np.full(n_outer, kappa_outer)] / step
    n = len(eps)
    matrix = np.zeros((n + 1, n + 1))
    for cell in range(n):
        matrix[cell, cell] += eps[cell]
        matrix[cell + 1, cell + 1] += eps[cell]
        matrix[cell, cell + 1] -= eps[cell]
        matrix[cell + 1, cell] -= eps[cell]
    source = np.zeros(n + 1)
    source[n_inner] = 4 * np.pi * COULOMB * density
    free = np.arange(1, n + 1 if flat_band else n)
    phi = np.zeros(n + 1)
    phi[free] = np.linalg.solve(matrix[np.ix_(free, free)], source[free])
    return phi[n_inner], phi[-1]


shared, _ = stack_potential(outer_kappa, False)
shared_formula = (4 * np.pi * COULOMB * density
                  / (kappa / distance + outer_kappa / outer_thickness))
assert abs(shared / shared_formula - 1) < 1e-8
assert shared < shift
for trial_kappa in (4.0, 20.0):
    sheet_value, end_value = stack_potential(trial_kappa, True)
    assert abs(sheet_value / shift - 1) < 1e-8
    assert abs(end_value / shift - 1) < 1e-8
flat_band_shift = end_value

density_for_1ev = kappa / (4 * np.pi * COULOMB * distance)
field = 4 * np.pi * COULOMB * density / kappa

print(f"defect density                           {density:.4f} per angstrom^2")
print(f"same density as posed                    {density_cm2:.1e} per cm^2")
print(f"distance to screening charge             {distance:.2f} angstrom")
print(f"permittivity between                     {kappa:.1f} (relative)")
print(f"e^2/(4 pi eps0)                          {COULOMB:.4f} eV angstrom")
print(f"4 pi times that constant                 {4*np.pi*COULOMB:.3f} eV angstrom")
print(f"potential gradient, metal to sheet       {field:.5f} eV/angstrom")
print(f"MAXIMUM SHIFT                            {shift:.4f} eV")
print(f"maximum shift, atomic units              {shift_hartree:.6f} hartree")
print(f"total induced surface charge             {induced:.5f} e")
print(f"average half way to sheet (quadrature)   {averages[0]:.4f} eV")
print(f"average in sheet plane (quadrature)      {averages[1]:.4f} eV")
print(f"average at twice the distance            {averages[2]:.4f} eV")
print(f"square-lattice spacing                   {spacing:.2f} angstrom")
print(f"ripple decay length                      {1/g:.2f} angstrom")
print(f"lattice sum at height 2 spacings         {far:.4f} eV")
print(f"ripple at height 1 spacing, lattice sum  {ripple_sum:.6f} eV")
print(f"ripple at height 1 spacing, formula      {ripple_formula:.6f} eV")
print(f"ripple / maximum shift                   {ripple_sum/shift:.5f}")
print(f"sheet plane, hollow site                 {plane_hollow:.4f} eV")
print(f"sheet plane, 3 angstrom from a defect    {plane_near:.4f} eV")
print(f"charge patterns enumerated               {len(patterns)}")
print(f"patterns reaching the maximum            {len(winners)}")
print(f"largest shift over patterns              {largest:.4f} eV")
print(f"shift if 3 angstrom is to point image    {shift_point_image:.4f} eV")
print(f"outer layer thickness                    {outer_thickness:.1f} angstrom")
print(f"outer layer permittivity                 {outer_kappa:.1f} (relative)")
print(f"sheet potential, countercharge shared    {shared:.4f} eV")
print(f"shared / maximum shift                   {shared/shift:.4f}")
print(f"flat-band shift, Poisson solution        {flat_band_shift:.4f} eV")
print(f"density needed for a 1 eV shift          {density_for_1ev:.5f} per angstrom^2")
print(f"that density / posed density             {density_for_1ev/density:.2f}")
print("checks complete")
```

It prints:

```
defect density                           0.0010 per angstrom^2
same density as posed                    1.0e+13 per cm^2
distance to screening charge             3.00 angstrom
permittivity between                     4.0 (relative)
e^2/(4 pi eps0)                          14.3996 eV angstrom
4 pi times that constant                 180.951 eV angstrom
potential gradient, metal to sheet       0.04524 eV/angstrom
MAXIMUM SHIFT                            0.1357 eV
maximum shift, atomic units              0.004987 hartree
total induced surface charge             -1.00000 e
average half way to sheet (quadrature)   0.0679 eV
average in sheet plane (quadrature)      0.1357 eV
average at twice the distance            0.1357 eV
square-lattice spacing                   31.62 angstrom
ripple decay length                      5.03 angstrom
lattice sum at height 2 spacings         0.1357 eV
ripple at height 1 spacing, lattice sum  0.001076 eV
ripple at height 1 spacing, formula      0.001075 eV
ripple / maximum shift                   0.00793
sheet plane, hollow site                 0.0326 eV
sheet plane, 3 angstrom from a defect    0.6818 eV
charge patterns enumerated               81
patterns reaching the maximum            2
largest shift over patterns              0.1357 eV
shift if 3 angstrom is to point image    0.0679 eV
outer layer thickness                    30.0 angstrom
outer layer permittivity                 20.0 (relative)
sheet potential, countercharge shared    0.0905 eV
shared / maximum shift                   0.6667
flat-band shift, Poisson solution        0.1357 eV
density needed for a 1 eV shift          0.00737 per angstrom^2
that density / posed density             7.37
checks complete
```
